# Two-Bessel RRKJ pseudization of a PAW partial wave: verification in Python

```python
# Two-Bessel RRKJ pseudization (atomic units inside; output in eV, angstrom).
# phi = r R(r): all-electron wave, phi'' = [l(l+1)/r^2 - k2(r)] phi, k2 = 2(eps - V).
# L = rc phi'/phi at rc; u_i = r j_l(q_i r); x_i = q_i rc; f_l(x) = l+1 - x j_{l+1}/j_l.
# Claim: if f_l(x_i) = L and ps = a1 u1 + a2 u2 matches phi and phi'' at rc, then with
# w_i = a_i u_i(rc)/phi(rc): w1 = (q2^2-k2)/(q2^2-q1^2), w2 = 1-w1, and ps' = phi'.
# Also tested: monotony of f_l, Robin spectrum, determinant, detuned slope, jump
# phi'''-ps''' = 2 V' phi, orthogonality, closed norm, node criterion k2 < kmax2.
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.special import spherical_jn as jn, spherical_in as sin_
from scipy.optimize import brentq
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline, make_interp_spline
from scipy.linalg import eigh
from numpy.polynomial import legendre as leg
from pyscf.dft import libxc

A0 = pc['Bohr radius'][0]*1e10
HA = pc['Hartree energy in eV'][0]

def d1(f, r, h=2e-3): return (f(r-2*h)-8*f(r-h)+8*f(r+h)-f(r+2*h))/(12*h)
def d2(f, r, h=2e-3): return (-f(r-2*h)+16*f(r-h)-30*f(r)+16*f(r+h)-f(r+2*h))/(12*h*h)
def d3(f, r, h=2e-2):
    return (f(r-3*h)-8*f(r-2*h)+13*f(r-h)-13*f(r+h)+8*f(r+2*h)-f(r+3*h))/(8*h**3)
def flog(l, x): return l+1-x*jn(l+1, x)/jn(l, x)
def jzero(l, n): return 1e-3 if n == 0 else float(mp.besseljzero(l+0.5, n))
def root(l, L, branch):
    return brentq(lambda x: (l+1-L)*jn(l, x)-x*jn(l+1, x),
                  jzero(l, branch-1), jzero(l, branch), xtol=1e-14)
def basis(l, q): return lambda r: r*jn(l, q*r)
def weights(q1, q2, k2): return (q2**2-k2)/(q2**2-q1**2), (k2-q1**2)/(q2**2-q1**2)
def fd_system(us, rc): return np.array([[u(rc) for u in us], [d2(u, rc) for u in us]])
def nodes(f, rc):
    v = f(np.linspace(1e-3*rc, rc, 2000))
    return int(np.sum(v[1:]*v[:-1] < 0))
def robin_ritz(l, L, nb=12):
    """Eigenvalues (q rc)^2 of the Robin problem, weak form, polynomial basis."""
    t, w = leg.leggauss(80); t = (t+1)/2; w = w/2; s = 2*t*t-1
    P = np.array([leg.Legendre.basis(n)(s) for n in range(nb)])
    dP = np.array([leg.Legendre.basis(n).deriv()(s) for n in range(nb)])
    b = t**(l+1)*P; db = (l+1)*t**l*P+4*t**(l+2)*dP
    K = (db*w)@db.T+l*(l+1)*(b*w/t**2)@b.T-L*np.ones((nb, nb))
    return eigh(K, (b*w)@b.T, eigvals_only=True)

# symbolic: free radial equation and the ratio form of f_l
rs, qs = sp.symbols('r q', positive=True)
pt = {rs: sp.Rational(13, 10), qs: sp.Rational(17, 10)}
for l in range(4):
    u = rs*sp.expand_func(sp.jn(l, qs*rs))
    assert abs((sp.diff(u, rs, 2)-(l*(l+1)/rs**2-qs**2)*u).subs(pt).evalf(30)) < 1e-20
    assert abs(float((rs*sp.diff(u, rs)/u).subs(pt))-flog(l, 1.3*1.7)) < 1e-11
    assert abs(flog(l, 1e-4)-(l+1)) < 1e-7
    for q in (1.1, 2.3, 7.9):   # monotony formula with rc = 1
        lhs = d1(lambda s: flog(l, np.sqrt(s)), q*q, 1e-3)
        rhs = -quad(lambda r: (r*jn(l, q*r))**2, 0, 1)[0]/jn(l, q)**2
        assert abs(lhs-rhs) < 1e-6*abs(rhs) and rhs < 0
    # phi(rc) = 0 limit: the matching matrix vanishes
    us = [basis(l, jzero(l, 1)), basis(l, jzero(l, 2))]
    assert np.abs(fd_system(us, 1.0)).max() < 1e-5

# random cases, rc = 1, phi(rc) = 1, arbitrary second derivative, any branch pair
rng = np.random.default_rng(1); worst = 0.0
for l in range(4):
    for pair in ((1, 2), (1, 3), (2, 3)):
        for _ in range(3):
            L = rng.uniform(-5, l+0.8); k2 = rng.uniform(-20, 20)
            q = [root(l, L, n) for n in pair]; us = [basis(l, a) for a in q]
            al = np.linalg.solve(fd_system(us, 1.0), [1.0, l*(l+1)-k2])
            err = abs(d1(lambda r: al[0]*us[0](r)+al[1]*us[1](r), 1.0)-L)
            worst = max(worst, err)
            assert err < 1e-5
            assert np.allclose([al[i]*us[i](1.0) for i in (0, 1)], weights(*q, k2), atol=1e-6)

# carbon atom, spherical unpolarized LDA (Slater + PW92), Gaussian radial basis
Z = 6.0
xg = np.linspace(np.log(1e-10), np.log(40.0), 4000); rg = np.exp(xg); wg = rg*(xg[1]-xg[0])
ex = 0.02*2.0**np.arange(22)[:, None]
B, S, T = {}, {}, {}
for l in (0, 1):
    g = np.exp(-ex*rg**2); b = rg**(l+1)*g; db = ((l+1)*rg**l-2*ex*rg**(l+2))*g
    nrm = 1/np.sqrt((b*b*wg).sum(1))[:, None]; b = b*nrm; db = db*nrm
    B[l] = b; S[l] = (b*wg)@b.T
    T[l] = 0.5*(db*wg)@db.T+0.5*l*(l+1)*(b*wg/rg**2)@b.T
occ = {0: [2, 2], 1: [2]}
Vs = np.zeros_like(rg)
for it in range(400):
    n = np.zeros_like(rg); eb = {}
    for l in (0, 1):
        e, c = eigh(T[l]+(B[l]*wg*(Vs-Z/rg))@B[l].T, S[l])
        eb[l] = e[len(occ[l])-1]
        for i, o in enumerate(occ[l]): n += o*(c[:, i]@B[l])**2
    Q = CubicSpline(xg, n*rg).antiderivative()(xg)
    P = CubicSpline(xg, n).antiderivative()(xg)
    vxc = np.asarray(libxc.eval_xc('LDA_X,LDA_C_PW', n/(4*np.pi*rg**2), spin=0, deriv=1)[1][0]).ravel()
    dV = Q/rg+P[-1]-P+vxc-Vs
    res = np.abs(dV[rg < 10]).max()
    if res < 1e-7: break
    Vs = Vs+0.3*dV
assert res < 1e-7 and abs(Q[-1]-Z) < 1e-6
spl = make_interp_spline(xg, Vs, k=5)
def V(r): return -Z/r+float(spl(np.log(r)))

R0, RM, R1 = 1e-4, 2.5, 20.0
def shoot(l, e, final=False):
    rhs = lambda r, y: [y[1], (l*(l+1)/r**2+2*(V(r)-e))*y[0]]
    kw = dict(method='DOP853', rtol=1e-10, atol=1e-20, dense_output=final)
    y0 = [R0**(l+1)*(1-Z*R0/(l+1)), (l+1)*R0**l-Z*(l+2)/(l+1)*R0**(l+1)]
    o = solve_ivp(rhs, (R0, RM), y0, max_step=0.05 if final else np.inf, **kw)
    kap = np.sqrt(l*(l+1)/R1**2+2*(V(R1)-e))
    i = solve_ivp(rhs, (R1, RM), [1e-6, -kap*1e-6], **kw)
    return (o, i) if final else o.y[1, -1]/o.y[0, -1]-i.y[1, -1]/i.y[0, -1]

rc = 0.80/A0
Vc, dVc = V(rc), d1(V, rc, 1e-2)
print(f"bohr = {A0:.6f} A, hartree = {HA:.5f} eV")
print(f"random cases: worst |rc ps'/ps - L| = {worst:.1e}")
print(f"C atom LDA: rc = {rc*A0:.3f} A = {rc:.5f} bohr")
print(f"V(rc) = {Vc*HA:.4f} eV, V'(rc) = {dVc*HA/A0:.4f} eV/A")

for l, name in ((0, '2s'), (1, '2p')):
    eps = brentq(lambda e: shoot(l, e), eb[l]-3e-3, eb[l]+3e-3, xtol=1e-11)
    assert abs(eps-eb[l]) < 2e-4      # limited by the finite Gaussian basis
    o, i = shoot(l, eps, True)
    sc = o.y[0, -1]/i.y[0, -1]
    tot = (quad(lambda r: o.sol(r)[0]**2, R0, RM, limit=200)[0]
           + sc**2*quad(lambda r: i.sol(r)[0]**2, RM, R1, limit=200)[0])
    c = np.sign(o.sol(rc)[0])/np.sqrt(tot)
    phi = lambda r: c*o.sol(r)[0]
    dphi = lambda r: c*o.sol(r)[1]
    pc0, pc1, pc2, pc3 = phi(rc), dphi(rc), d1(dphi, rc, 2e-2), d2(dphi, rc, 2e-2)
    L = rc*pc1/pc0; k2 = 2*(eps-Vc)
    assert L < l+1
    x = np.array([root(l, L, 1), root(l, L, 2)]); q = x/rc
    assert np.allclose(robin_ritz(l, L)[:2], x**2, rtol=1e-8)
    us = [basis(l, a) for a in q]; uc = np.array([u(rc) for u in us])
    for u in us: assert abs(rc*d1(u, rc)/u(rc)-L) < 1e-7
    M = fd_system(us, rc); det = uc[0]*uc[1]*(q[0]**2-q[1]**2)
    assert abs(np.linalg.det(M)-det) < 1e-7*abs(det)
    w = np.array(weights(*q, k2)); al = w*pc0/uc
    assert np.allclose(np.linalg.solve(M, [pc0, pc2]), al, atol=1e-5)
    ps = lambda r, a=al: a[0]*us[0](r)+a[1]*us[1](r)
    s0, s1, s2, s3 = ps(rc), d1(ps, rc), d2(ps, rc), d3(ps, rc)
    assert abs(s0-pc0) < 1e-10 and abs(s1-pc1) < 1e-8 and abs(s2-pc2) < 1e-5
    assert abs((pc3-s3)-2*dVc*pc0) < 2e-4 and abs(pc3-s3) > 0.1
    # inverted potential
    Vps = lambda r: eps-0.5*(al[0]*q[0]**2*us[0](r)+al[1]*q[1]**2*us[1](r))/ps(r)
    Vdef = lambda r: eps+0.5*d2(ps, r)/ps(r)-0.5*l*(l+1)/r**2
    assert abs(Vps(0.5*rc)-Vdef(0.5*rc)) < 1e-6 and abs(Vdef(rc)-Vc) < 1e-6
    assert abs(d1(Vps, rc)) < 1e-7
    V0 = eps-0.5*(al@q**(l+2))/(al@q**l)
    assert abs(V0-Vps(1e-3)) < 1e-4
    # orthogonality and norm
    assert abs(quad(lambda r: us[0](r)*us[1](r), 0, rc)[0]) < 1e-10
    Nps = pc0**2*rc*np.sum(w**2*(x**2+L*L-L-l*(l+1))/(2*x**2))
    assert abs(Nps-quad(lambda r: ps(r)**2, 0, rc)[0]) < 1e-10
    Nae = quad(lambda r: phi(r)**2, R0, rc, limit=200)[0]
    assert abs(Nae-Nps) > 1e-3
    # nodes
    rr = np.linspace(0.01*rc, rc, 400)
    assert np.all(np.diff(us[1](rr)/us[0](rr)) < 0)
    a = q**l/jn(l, x); km2 = (a[0]*q[1]**2-a[1]*q[0]**2)/(a[0]-a[1])
    assert q[0]**2 < km2 < q[1]**2
    for kt in (-30.0, k2, 0.98*km2, 1.02*km2, 3*km2):
        at = np.linalg.solve(M, [pc0, (l*(l+1)/rc**2-kt)*pc0])
        assert nodes(lambda r: ps(r, at), rc) == (0 if kt < km2 else 1)
    # control: q1 detuned by 5 per cent
    ud = [basis(l, 1.05*q[0]), us[1]]
    ad = np.linalg.solve(fd_system(ud, rc), [pc0, pc2])
    miss = rc*d1(lambda r: ad[0]*ud[0](r)+ad[1]*ud[1](r), rc)/pc0-L
    wd = weights(1.05*q[0], q[1], k2)[0]; fd = flog(l, 1.05*x[0])
    assert abs(miss-wd*(fd-L)) < 1e-5 and abs(miss) > 0.05
    print(f"--- {name}, l = {l}")
    print(f"eps shooting = {eps*HA:.4f} eV, Gaussian basis = {eb[l]*HA:.4f} eV")
    print(f"L = {L:.6f}; zeros of j_l: z1 = {jzero(l,1):.5f}, z2 = {jzero(l,2):.5f}")
    print(f"x1 = {x[0]:.6f}, x2 = {x[1]:.6f}")
    print(f"q1 = {q[0]/A0:.5f} 1/A = {q[0]:.5f} 1/bohr")
    print(f"q2 = {q[1]/A0:.5f} 1/A = {q[1]:.5f} 1/bohr")
    print(f"q1^2/2 = {q[0]**2/2*HA:.4f} eV, q2^2/2 = {q[1]**2/2*HA:.4f} eV")
    print(f"kc^2/2 = {k2/2*HA:.4f} eV, kmax^2/2 = {km2/2*HA:.4f} eV")
    print(f"j_l(x1) = {jn(l,x[0]):.6f}, j_l(x2) = {jn(l,x[1]):.6f}")
    print(f"w1 = {w[0]:.6f}, w2 = {w[1]:.6f}")
    print(f"alpha1 = {al[0]/A0**1.5:.5f}, alpha2 = {al[1]/A0**1.5:.5f} A^-3/2")
    print(f"value: AE {pc0/A0**0.5:.6f}, PS {s0/A0**0.5:.6f} A^-1/2")
    print(f"slope: AE {pc1/A0**1.5:.6f}, PS {s1/A0**1.5:.6f} A^-3/2")
    print(f"2nd deriv: AE {pc2/A0**2.5:.4f}, PS {s2/A0**2.5:.4f} A^-5/2")
    print(f"3rd deriv: AE {pc3/A0**3.5:.3f}, PS {s3/A0**3.5:.3f} A^-7/2")
    print(f"jump = {(pc3-s3)/A0**3.5:.3f}, 2 V' phi = {2*dVc*pc0/A0**3.5:.3f} A^-7/2")
    print(f"norm in rc: AE {Nae:.5f}, PS {Nps:.5f}, AE-PS {Nae-Nps:.5f}")
    print(f"nodes in rc: AE {nodes(phi, rc)}, PS {nodes(ps, rc)}")
    print(f"V_ps(0) = {V0*HA:.3f} eV, V_ps(rc) = {Vps(rc)*HA:.4f} eV")
    print(f"q1*1.05: w1 = {wd:.5f}, f_l = {fd:.5f}, L mismatch = {miss:.5f}")
    if l == 0:
        rnode = brentq(phi, 0.1, 0.30/A0)
        Lr = lambda r: r*dphi(r)/phi(r)
        rmin = brentq(lambda r: Lr(r)-1, 0.30/A0, rc)
        Ls = Lr(0.30/A0)
        assert Ls > 1
        assert np.all(flog(0, np.linspace(1e-3, np.pi-1e-3, 500)) < Ls)
        y = brentq(lambda t: 1+t*sin_(1, t)/sin_(0, t)-Ls, 1e-3, 30)
        assert abs(robin_ritz(0, Ls)[0]+y*y) < 1e-7*y*y
        print(f"2s node at {rnode*A0:.4f} A; L = 1 at rc = {rmin*A0:.4f} A")
        print(f"rc = 0.30 A: L = {Ls:.4f}, kappa rc = {y:.4f}, kappa = {y/0.30:.4f} 1/A")
print("no test failed")
```

Output:

```
bohr = 0.529177 A, hartree = 27.21139 eV
random cases: worst |rc ps'/ps - L| = 2.4e-08
C atom LDA: rc = 0.800 A = 1.51178 bohr
V(rc) = -23.5333 eV, V'(rc) = 59.5101 eV/A
--- 2s, l = 0
eps shooting = -13.6276 eV, Gaussian basis = -13.6276 eV
L = -0.533877; zeros of j_l: z1 = 3.14159, z2 = 6.28319
x1 = 1.851526, x2 = 4.822642
q1 = 2.31441 1/A = 1.22473 1/bohr
q2 = 6.02830 1/A = 3.19004 1/bohr
q1^2/2 = 20.4081 eV, q2^2/2 = 138.4564 eV
kc^2/2 = 9.9056 eV, kmax^2/2 = 53.9635 eV
j_l(x1) = 0.518952, j_l(x2) = -0.206096
w1 = 1.088968, w2 = -0.088968
alpha1 = 2.77399, alpha2 = 0.57066 A^-3/2
value: AE 1.057567, PS 1.057567 A^-1/2
slope: AE -0.705764, PS -0.705764 A^-3/2
2nd deriv: AE -2.7496, PS -2.7496 A^-5/2
3rd deriv: AE 18.354, PS 1.835 A^-7/2
jump = 16.519, 2 V' phi = 16.519 A^-7/2
norm in rc: AE 0.52941, PS 0.66092, AE-PS -0.13151
nodes in rc: AE 1, PS 0
V_ps(0) = -54.177 eV, V_ps(rc) = -23.5333 eV
q1*1.05: w1 = 1.10861, f_l = -0.76145, L mismatch = -0.25229
2s node at 0.2006 A; L = 1 at rc = 0.4388 A
rc = 0.30 A: L = 2.6425, kappa rc = 2.6143, kappa = 8.7143 1/A
--- 2p, l = 1
eps shooting = -5.4190 eV, Gaussian basis = -5.4190 eV
L = -0.341649; zeros of j_l: z1 = 4.49341, z2 = 7.72525
x1 = 2.900112, x2 = 6.175122
q1 = 3.62514 1/A = 1.91834 1/bohr
q2 = 7.71890 1/A = 4.08467 1/bohr
q1^2/2 = 50.0694 eV, q2^2/2 = 227.0042 eV
kc^2/2 = 18.1143 eV, kmax^2/2 = 80.9957 eV
j_l(x1) = 0.363243, j_l(x2) = -0.163824
w1 = 1.180604, w2 = -0.180604
alpha1 = 3.79264, alpha2 = 1.28642 A^-3/2
value: AE 0.933521, PS 0.933521 A^-1/2
slope: AE -0.398671, PS -0.398671 A^-3/2
2nd deriv: AE -1.5211, PS -1.5211 A^-5/2
3rd deriv: AE 7.938, PS -6.644 A^-7/2
jump = 14.581, 2 V' phi = 14.581 A^-7/2
norm in rc: AE 0.46625, PS 0.40772, AE-PS 0.05853
nodes in rc: AE 0, PS 0
V_ps(0) = -129.687 eV, V_ps(rc) = -23.5333 eV
q1*1.05: w1 = 1.21587, f_l = -0.71438, L mismatch = -0.45320
no test failed
```
